# Counting self-energy diagrams with Hedin's equations in zero dimensions

## The exercise

In zero dimensions a propagator has no arguments. The full propagator $G$, the bare interaction $v$, the screened interaction $W$, the self-energy $\Sigma$, the polarization $P$ and the vertex $\Gamma$ are numbers. Let $h$ be the propagator in the total mean field, so that no tadpole (a part hanging on a single interaction line) is left to draw. Hedin's equations become

$$G=h+h\Sigma G,\qquad W=v+vPW,\qquad \Sigma=GW\Gamma,$$
$$P=\ell G^2\Gamma,\qquad \Gamma=1+\Gamma G^2\,\frac{d\Sigma}{dG}\Big|_{v}.$$

Each closed loop carries a factor $\ell$. All other signs and factors of $i$ are absorbed, so every diagram has weight $+1$ at $\ell=1$. Interaction lines are undirected and spin is not resolved. All quantities are dimensionless.

**(a)** Derive these equations from an ordinary integral.

**(b)** How many irreducible, tadpole-free self-energy diagrams are there in bare lines at orders 1 to 4 in $v$?

**(c)** How many of the self-energy diagrams are skeletons in $G$ and $W$, at orders 1 to 4 in $W$?

## Hints

1. Average $S=1/(a-\phi)$ over a Gaussian variable $\phi$, with an extra weight $(a-\phi)^{-\ell}$ for the loops and a source $j$. Two identities suffice: an integration by parts, and $\langle(a-\phi)S\rangle=1$.
2. A diagram of order $n$ for $G$ has $n$ interaction lines and $2n+1$ propagators. Hence $G/h$ depends on one variable, $z=vh^2$.
3. Set $\ell=1$ and compare $vP$ with $h\Sigma$.
4. For the skeletons, expand $G\Sigma$ in $u=G^2W$ instead of $z$.

## Solution

### (a) The generating integral

Take the weight

$$w(\phi)=e^{\,j\phi-\phi^2/2v}\,(a-\phi)^{-\ell},\qquad a=1/g,$$

and define $G=\langle S\rangle$ and $\varphi=\langle\phi\rangle$. Expansion in $\phi$ shows the diagrams:

$$S=\sum_{m\ge0}g^{m+1}\phi^m,\qquad (a-\phi)^{-\ell}=a^{-\ell}\exp\Big[\ell\sum_{m\ge1}\frac{(g\phi)^m}{m}\Big].$$

The first sum is an open line with $m$ vertices. The second holds closed loops, with $1/m$ for their cyclic symmetry. The Gaussian average pairs the vertices with lines $v$, and normalization removes parts not connected to the open line. For $\ell=1$ the weight has a pole on the real axis. The integral is then understood term by term in this expansion, where the identities below still hold.

**Mean field.** The integral of $dw/d\phi$ vanishes. Since $dw/d\phi=(j-\phi/v+\ell S)\,w$,

$$\varphi=v(j+\ell G).$$

Define $1/h=a-\varphi$ and $W=d\varphi/dj$, the response of the total field to the source.

**Self-energy.** Because $S$ does not depend on $j$, $dG/dj=\langle\phi S\rangle-\varphi G$. Therefore

$$1=\langle(a-\phi)S\rangle=aG-\varphi G-\frac{dG}{dj}=\frac Gh-W\frac{dG}{d\varphi}.$$

The last step uses $d/dj=W\,d/d\varphi$. Define $\Gamma=-d(1/G)/d\varphi$, which means $dG/d\varphi=G^2\Gamma$. Division by $G$ gives

$$\frac1h-\frac1G=GW\Gamma.$$

By Dyson's equation the left side is $\Sigma$.

**Polarization.** Differentiating the mean field with respect to $j$ gives $W=v+v\ell\,(dG/d\varphi)\,W$, hence $P=\ell G^2\Gamma$.

**Vertex.** From $1/G=a-\varphi-\Sigma$,

$$\Gamma=1+\frac{d\Sigma}{d\varphi}=1+\frac{d\Sigma}{dG}\,G^2\Gamma .$$

The last form needs $\Sigma$ to be a function of $G$ and $v$ alone. Substitute $\phi=\phi'+c$. The weight keeps its form with $a'=a-c$ and $j'=j-c/v$, and $G$ is unchanged. The choice $c=\varphi$ gives $a'=1/h$ and a vanishing mean field, so $G$ depends only on $h$ and $v$. The same choice removes the tadpoles: everything that can hang on one interaction line, source included, sums to the mean field, which is now zero.

### Why the coefficients are numbers of diagrams

A relabelling that maps a diagram onto itself must fix the open line vertex by vertex, because that line has a direction and two ends. It then fixes the interaction partners of those vertices, then every loop containing a partner, and so on through the connected diagram. No symmetry factor survives, and at $\ell=1$ each diagram contributes one.

### The equations as power series

Let $y=vG^2$ and $\sigma(y)=G\Sigma$. Since $dy/dG=2y/G$,

$$G^2\frac{d\Sigma}{dG}=G^2\frac{d}{dG}\frac{\sigma}{G}=2y\sigma'-\sigma .$$

With $vP=\ell y\Gamma$ and $W=v/(1-vP)$, Hedin's equations reduce to

$$\Gamma=\frac{1}{1+\sigma-2y\sigma'},\qquad \sigma=\frac{y\Gamma}{1-\ell y\Gamma}.$$

The explicit factor $y$ means that $\sigma$ known to order $n$ fixes order $n+1$. Start with $\sigma=y+\sigma_2y^2+\dots$, so that $2y\sigma'-\sigma=y+3\sigma_2y^2+\dots$ and

$$\Gamma=1+y+(1+3\sigma_2)y^2+\dots$$

In $\sigma=y\Gamma+\ell y^2\Gamma^2+\ell^2y^3\Gamma^3+\dots$ the second order gives $\sigma_2=1+\ell$. The third gives

$$\sigma_3=(4+3\ell)+2\ell+\ell^2=4+5\ell+\ell^2 .$$

At $\ell=1$ the coefficients are 1, 2, 10. They count diagrams without self-energy insertions, drawn with full $G$ and bare $v$.

The derivative must be taken at fixed $v$. At fixed $W$ one would drop $G\,dW/dG$. To lowest order $W=v+\ell v^2G^2$, so the loss in $\Gamma$ is $G^2\cdot G\cdot2\ell v^2G=2\ell y^2$. The self-energy then loses two one-loop diagrams at third order, which reappear in part (c).

### (b) Bare lines

By hint 2, $G=hZ(z)$ with $z=vh^2$. Dyson's equation gives $Z=1+G\Sigma$. Let $s=h\Sigma$, the wanted series. Then

$$s=\frac{G\Sigma}{Z}=\frac{Z-1}{Z}=1-\frac1Z .$$

A second relation comes from part (a). From $1/h=a-\varphi$ follows $dh/d\varphi=h^2$, so

$$\frac{dG}{d\varphi}=h^2\frac{d}{dh}\big[hZ(vh^2)\big]=h^2D,\qquad D=Z+2z\frac{dZ}{dz}.$$

Hence $vP=\ell v\,dG/d\varphi=\ell zD$, and $G/h=1+W\,dG/d\varphi$ becomes

$$Z=1+\frac{zD}{1-\ell zD}.$$

At $\ell=1$ the right side is $1/(1-zD)$. Comparison with $Z=1/(1-s)$ gives

$$s=zD=vP .$$

At this value of $\ell$ there are as many irreducible polarization diagrams with $n-1$ interaction lines as self-energy diagrams with $n$, because $vP$ contains one more factor $v$ than $P$. With $Z=\sum_m Z_mz^m$, the operator in $D$ multiplies $Z_m$ by $2m+1$. This is the number of propagators into which an external field can be inserted. The recursion is

$$s_n=(2n-1)Z_{n-1},\qquad Z_n=\sum_{k=1}^{n}s_kZ_{n-k},\qquad Z_0=1,$$

where the second relation is $Z=1+sZ$. Step by step:

- $s_1=1$, so $Z_1=1$.
- $s_2=3\cdot1=3$, so $Z_2=1+3=4$.
- $s_3=5\cdot4=20$, so $Z_3=4+3+20=27$.
- $s_4=7\cdot27=189$, so $Z_4=27+3\cdot4+20+189=248$.

The answer to (b) is **1, 3, 20, 189**. The next term is $9\cdot248=2232$. The three diagrams of second order are the nested exchange, the crossed exchange, and the exchange with one bubble in its interaction line.

Since $Z_{n-1}\ge s_{n-1}$, the recursion gives $s_n\ge(2n-1)s_{n-1}$. The numbers grow at least as fast as $1\cdot3\cdot5\cdots(2n-1)$, and the counting series has zero radius of convergence. It is a formal series, which is all that counting requires.

### (c) Skeletons in $G$ and $W$

A skeleton has no self-energy insertion on a $G$ line and no polarization insertion on an interaction line. Replacing its lines by full ones must produce every diagram once, which needs a proof.

An irreducible, tadpole-free diagram cannot be disconnected by cutting one line. An insertion is a set of vertices that excludes the two end vertices of the diagram and is joined to the rest by two lines. As many fermion lines enter it as leave it, so the two lines are both fermion lines or both interaction lines.

Suppose insertions $A$ and $B$ overlap and neither contains the other. Let $d(X)$ be the number of lines leaving a set $X$. Counting lines gives

$$d(A\cap B)+d(A\cup B)\le d(A)+d(B)=4,$$

and the same bound holds for $d(A\setminus B)+d(B\setminus A)$. No single line disconnects the diagram, so all four numbers are at least 2, hence equal to 2. Equality in the two bounds excludes lines between $A\setminus B$ and $B\setminus A$, and between $A\cap B$ and the outside. What remains is a chain: outside, $A\setminus B$, $A\cap B$, $B\setminus A$, outside, with one line per link. Each part of the chain has two lines of equal type, so all links are of one type and $A\cup B$ is again an insertion in the same line.

The largest insertions are therefore disjoint. Shrinking each of them to a line gives one definite skeleton, and the expansion of $G\Sigma$ in $u=G^2W$ counts skeletons.

At $\ell=1$, $W/v=1/(1-vP)=1/(1-s)=Z$. Hence

$$u=(hZ)^2\,vZ=zZ^3,\qquad Z-1=\sum_{n\ge1}k_nu^n .$$

With $Z=1+z+4z^2+27z^3+\dots$ the cube has the coefficients

$$3,\qquad 3\cdot4+3=15,\qquad 3\cdot27+6\cdot4+1=106,$$

and so

$$u=z+3z^2+15z^3+106z^4+\dots,\qquad u^2=z^2+6z^3+39z^4+\dots,$$
$$u^3=z^3+9z^4+\dots,\qquad u^4=z^4+\dots$$

Matching powers of $z$ in $Z-1$:

- $1=k_1$.
- $4=3k_1+k_2$, so $k_2=1$.
- $27=15k_1+6k_2+k_3$, so $k_3=6$.
- $248=106k_1+39k_2+9k_3+k_4=199+k_4$, so $k_4=49$.

The answer to (c) is **1, 1, 6, 49**.

A closed formula follows from a contour integral around the origin. The full series for $Z$ diverges, but $k_n$ depends only on its coefficients through order $n$, so $Z$ may be replaced by the polynomial cut off at that order. On a small enough circle the integral is then well defined, and integration by parts gives

$$k_n=\oint\frac{du}{2\pi i}\frac{Z-1}{u^{n+1}}=\frac1n\oint\frac{dz}{2\pi i}\frac{Z'}{z^nZ^{3n}} .$$

Since $Z'Z^{-3n}$ is the derivative of $Z^{1-3n}/(1-3n)$, and differentiation turns the coefficient of $z^n$ into $n$ times itself,

$$k_n=-\frac{[z^n]\,Z^{1-3n}}{3n-1},$$

where $[z^n]$ takes the coefficient of $z^n$. The fifth number is 542.

### Reading the loop numbers

As a test, the diagrams were also enumerated one by one through fourth order, by joining fermion lines with interaction lines in all ways and applying the cutting rules. The counts agree with the series for each number of loops. In bare lines the split is

$$s_2=2+\ell,\qquad s_3=10+9\ell+\ell^2,\qquad s_4=74+91\ell+23\ell^2+\ell^3,$$

and for the skeletons in $G$ and $W$ it is

$$k_3=4+2\ell,\qquad k_4=27+22\ell .$$

The two one-loop skeletons of third order contain a triangle. Its three vertices are joined to three vertices on the open line in $3!$ ways, and the cyclic symmetry of the triangle leaves $3!/3=2$, one per orientation. These are the diagrams lost if $W$ is held fixed in the vertex equation.

No two-loop skeleton appears at fourth order, for a simple reason. A loop with one vertex is a tadpole, and a loop with two is a polarization insertion. Two loops thus use at least six of the eight vertices. One vertex on the open line would leave a tadpole, so the open line has two. The loops together are then joined to it by two interaction lines, which again makes a polarization insertion.

## Variation 1: what self-consistent GW keeps

**Question.** Set $\Gamma=1$ in both $\Sigma$ and $P$, at $\ell=1$. How many bare-line diagrams survive?

**Solution.** Now $vP=y$ and $G\Sigma=y/(1-y)$, with $y=zZ^2$. Dyson's equation gives $Z=1+y/(1-y)=1/(1-y)$. Multiplying by $1-y$,

$$Z=1+zZ^3,\qquad s=1-\frac1Z=y=zZ^2 .$$

With $X=Z-1=z(1+X)^3$, Lagrange inversion gives for $m\ge1$

$$[z^m](1+X)^2=\frac1m[X^{m-1}]\,2(1+X)^{3m+1}=\frac2m\binom{3m+1}{m-1}.$$

Setting $m=n-1$ and using $\binom{3m+2}{m}=\frac{3m+2}{m}\binom{3m+1}{m-1}$,

$$s_n^{GW}=\frac{2}{3n-1}\binom{3n-1}{n-1}=1,\;2,\;7,\;30,\dots$$

The formula also holds for $n=1$. The diagram missing at second order is the crossed exchange, the lowest vertex correction. The retained share of all self-energy diagrams is 100, 67, 35 and 16 percent at orders 1 to 4.

The function $z=X/(1+X)^3$ has its maximum at $X=1/2$, where $z=4/27$. The GW numbers therefore grow by a factor approaching $27/4$ per order, while the full numbers grow factorially, and the share tends to zero. This is a statement about numbers of diagrams. It does not measure the error of GW in a real system, where diagrams differ in size and sign.

## Variation 2: two fermion species

**Question.** For $\ell=-2$, a factor $-1$ per fermion loop and two spin species, the integral is an ordinary convergent one. Find $h\Sigma$ in closed form and compare it with the series at $a=1$, $v=0.03$, $j=0.5$.

**Solution.** The loop weight is the polynomial $(a-\phi)^2$. The remaining Gaussian has mean $vj$ and variance $v$. With $b=a-vj$, the averages of $(a-\phi)$ and $(a-\phi)^2$ over it are $b$ and $b^2+v$, so

$$G=\frac{b}{b^2+v},\qquad \frac1h=a-v(j-2G)=b+2vG .$$

Let $t=v/b^2$. Then $1/h=b(1+3t)/(1+t)$ and $1/G=b(1+t)$, which gives

$$z=\frac{t(1+t)^2}{(1+3t)^2},\qquad h\Sigma=1-\frac hG=1-\frac{(1+t)^2}{1+3t}=\frac{t(1-t)}{1+3t}.$$

For the stated parameters $b=1-0.015=0.985$, and

$$G=\frac{0.985}{0.970225+0.03}=0.98478,\qquad \varphi=0.03\,(0.5-1.96956)=-0.04409 .$$

Hence $h=1/1.04409=0.95777$ and $\Sigma=1.04409-1.01546=0.02863$. Quadrature gives $W=0.02831$ and $\Gamma=1.02699$, and the product

$$GW\Gamma=0.98478\times0.02831\times1.02699=0.02863$$

agrees. The polarization is $P=-1.992$, so screening lowers the interaction from $0.03$ by about 6 percent.

The loop polynomials at $\ell=-2$ give $s_2=2-2=0$, $s_3=10-18+4=-4$ and $s_4=74-182+92-8=-24$. Three diagrams exist at second order, yet their sum vanishes: the bubble diagram, counted for two spins, cancels both exchange diagrams. With the next two coefficients,

$$h\Sigma=z-4z^3-24z^4-108z^5-400z^6+\dots$$

At $z=vh^2=0.02751998$ this sum is $0.02742097$, against $0.02742095$ from the integral, a relative difference of about $5\times10^{-7}$.

Unlike the counting series, this one converges near $z=0$. Differentiation gives

$$\frac{d\ln z}{dt}=\frac{1+3t^2}{t(1+t)(1+3t)} .$$

The root $t(z)$ that starts at $t=0$ can fail to be analytic where $dz/dt=0$, that is at $t=\pm i/\sqrt3$ or $t=-1$. The last point has $z=0$ and belongs to another root. At the first two, $|1+t|^2=4/3$ and $|1+3t|^2=4$, so $|z|=\frac{1}{\sqrt3}\cdot\frac13\approx0.19$. The series converges at least inside this circle. Its coefficients are the same loop polynomials that give factorially growing numbers at $\ell=1$, so the convergence rests on cancellation between diagrams with even and odd numbers of loops. The printed values are in the numerical output below.

## Numbers as computed

```
Diagram counts at loop factor 1 (number of diagrams)
order | G/h | Sigma bare | skeleton G,v | skeleton G,W | sc-GW
1 | 1 | 1 | 1 | 1 | 1
2 | 4 | 3 | 2 | 1 | 2
3 | 27 | 20 | 10 | 6 | 7
4 | 248 | 189 | 82 | 49 | 30
5 | 2830 | 2232 | 898 | 542 | 143
Direct enumeration [bare, skeleton G,v, skeleton G,W] (diagrams)
order 1: [1, 1, 1]
order 2: [3, 2, 1]
order 3: [20, 10, 6]
order 4: [189, 82, 49]
Split by closed loops [0, 1, 2, ...] (diagrams)
order 2: bare [2, 1], G,v [1, 1], G,W [1]
order 3: bare [10, 9, 1], G,v [4, 5, 1], G,W [4, 2]
order 4: bare [74, 91, 23, 1], G,v [27, 40, 14, 1], G,W [27, 22]
sc-GW share of bare self-energy diagrams (percent)
order 1: 100.0
order 2: 66.7
order 3: 35.0
order 4: 15.9
Generating integral (all values dimensionless)
a = 1.0, v = 0.03, j = 0.5, loop = -2
mean field = -0.04408671
h = 0.95777486
G = 0.98477842
W = 0.02830836
Gamma = 1.02698934
P from W = -1.9919250
loop*G^2*Gamma = -1.9919250
Sigma from G = 0.02862985
G*W*Gamma = 0.02862985
dSigma/dG = 0.0270987
z = v*h^2 = 0.02751998
h*Sigma from integral = 0.027420953
h*Sigma from series through order 6 = 0.027420967
signed series coefficients, orders 1 to 6: [1, 0, -4, -24, -108, -400]
```
